**Poisson counts of segregating dopants, from the burial rule and from simulated atoms**

Dopants arrive as a Poisson process with mean `lam[k]` in layer `k`, and each surface atom is buried in layer `n` with independent probability `p[n]`. The result under test is that counts in disjoint slices, and the surface count, are independent Poisson variables with means `mu`. The program propagates the joint law of two slices and the surface layer by layer and asserts that it equals the product of Poisson laws, also when flux and burial probability change; the printed differences are about $10^{-15}$ or less. A separate simulation of 100000 runs, built from exponential waiting times, is asserted to agree within sampling error with the means, the covariances, one joint event on four slices and the threshold-voltage variance. The simulated slice means and covariances are also asserted after independent diffusion. Further assertions cover a fixed dose, a non-Poisson dose with zero covariance, arrival in pairs, crowding and shared drift. The output gives slice correlations of −0.70 for a fixed dose of ten atoms and 0.23 for arrival in pairs, against zero for the Poisson model. The Coulomb figure is an estimate of a neglected effect and is not tested.

## Verification by program

```python
# RESULT UNDER TEST
# Dopants arrive on a patch as a Poisson process. At the end of each grown layer
# every surface dopant is buried with probability p, independently of all others,
# or rides up. Counts buried in disjoint depth slices, and the count left on the
# surface, are then independent Poisson variables.
# Symbols: lam[k] mean arrivals in layer k; p[n] burial probability in layer n;
# fate[k, n] probability that an atom arriving in layer k is buried in layer n;
# mean_profile[n] mean buried count in layer n; mu mean count of a slice.
# The joint law is propagated layer by layer from the burial rule, and atoms are
# also simulated from exponential waiting times; both are compared with formulas.
import numpy as np
from scipy import constants as const
from scipy.special import comb
from scipy.stats import poisson, norm

K = 46                                    # counts 0..45 are kept
counts = np.arange(K)


def fate_matrix(p):
    M = len(p)
    fate = np.zeros((M, M))
    for k in range(M):
        alive = 1.0
        for n in range(k, M):
            fate[k, n] = alive * p[n]
            alive *= 1 - p[n]
    return fate


def evolve(arrival_pmfs, p, slice_a, slice_b, initial=None, crowding=0.0):
    """Joint law P[surface, count a, count b] from the burial rule itself."""
    P = np.zeros((K, K, K))
    if initial is None:
        P[0, 0, 0] = 1.0
    else:
        P[:, 0, 0] = initial
    diff = counts[:, None] - counts[None, :]
    for n in range(len(p)):
        pmf = arrival_pmfs[n]
        if pmf is not None:
            add = np.where(diff >= 0, pmf[np.clip(diff, 0, K - 1)], 0.0)
            P = np.tensordot(add, P, axes=1)
        ps = (p[n] / (1 + crowding * counts))[:, None]
        left = np.clip(diff, 0, K)
        w = comb(counts[:, None], counts[None, :]) * ps**counts * (1 - ps)**left
        new = np.zeros_like(P)
        for j in range(K):
            part = w[j:, j][:, None, None] * P[j:]
            if n in slice_a:
                new[:K - j, j:, :] += part[:, :K - j, :]
            elif n in slice_b:
                new[:K - j, :, j:] += part[:, :, :K - j]
            else:
                new[:K - j] += part
        P = new
    assert abs(P.sum() - 1) < 1e-7        # truncation loss
    return P


def poisson_arrivals(lam):
    return [poisson.pmf(counts, x) if x > 0 else None for x in lam]


def pair_stats(J):
    a, b = J.sum(1), J.sum(0)
    ma, mb = a @ counts, b @ counts
    cov = counts @ J @ counts - ma * mb
    va, vb = a @ counts**2 - ma**2, b @ counts**2 - mb**2
    return ma, mb, cov, cov / np.sqrt(va * vb)


def distance_from_product(J):
    return 0.5 * np.abs(J - np.outer(J.sum(1), J.sum(0))).sum()


def poisson_product(ms, ma, mb):
    f = [poisson.pmf(counts, m) for m in (ms, ma, mb)]
    return np.einsum('i,j,k->ijk', *f)


# ---------------- example parameters (rough typical values) ----------------
lattice = 0.565                           # nm, GaAs
d = lattice / 2                           # nm, one (001) layer
seg_length = 3.0                          # nm
T = 850.0                                 # K
eps_r = 12.9
dose = 1e11                               # cm^-2
width = 100.0                             # nm, side of the patch
L, M = 10, 50                             # pulse layers, total layers
area = width**2                           # nm^2
total = dose * 1e-14 * area
lam = np.zeros(M)
lam[:L] = total / L
p0 = 1 - np.exp(-d / seg_length)
q0 = 1 - p0
p = np.full(M, p0)
edges = [0, 10, 20, 30, 50]
slices = [range(edges[i], edges[i + 1]) for i in range(4)]
fate = fate_matrix(p)
mean_profile = lam @ fate
mu = np.array([mean_profile[list(s)].sum() for s in slices])
mu_surface = total - mu.sum()

# closed form of the smeared profile against the sum over arrival layers
n = np.arange(1, M + 1)
closed = lam[0] * np.where(n <= L, 1 - q0**n, (1 - q0**L) * q0**(n - L.__float__()))
assert np.allclose(closed, mean_profile, atol=1e-12)

# ---------------- joint law of two slices and the surface ----------------
P12 = evolve(poisson_arrivals(lam), p, slices[0], slices[1])
P23 = evolve(poisson_arrivals(lam), p, slices[1], slices[2])
err12 = np.abs(P12 - poisson_product(mu_surface, mu[0], mu[1])).sum() / 2
err23 = np.abs(P23 - poisson_product(mu_surface, mu[1], mu[2])).sum() / 2
assert max(err12, err23) < 1e-9
J12 = P12.sum(0)
corr_model = pair_stats(J12)[3]
cond_low = J12[0] @ counts / J12[0].sum()
cond_high = J12[8:].sum(0) @ counts / J12[8:].sum()
assert abs(cond_low - mu[1]) < 1e-7 and abs(cond_high - mu[1]) < 1e-7

# flux and burial probability both changing during growth
lam_v = 0.3 * (1 + np.sin(np.arange(20.0)))
p_v = np.linspace(0.05, 0.35, 20)
m_v = lam_v @ fate_matrix(p_v)
Pv = evolve(poisson_arrivals(lam_v), p_v, range(3, 9), range(9, 17))
ref = poisson_product(lam_v.sum() - m_v.sum(), m_v[3:9].sum(), m_v[9:17].sum())
err_v = np.abs(Pv - ref).sum() / 2
assert err_v < 1e-9

# ---------------- atoms simulated from exponential waiting times ----------------
rng = np.random.default_rng(12345)
R = 100000
times = np.cumsum(rng.exponential(1 / lam[0], (R, K)), axis=1)
assert times[:, -1].min() > L             # no run ran out of waiting times
run, col = np.nonzero(times < L)
layer = np.floor(times[run, col]).astype(int) + rng.geometric(p0, run.size) - 1


def slice_counts(position, keep):
    out = []
    for i in range(4):
        inside = keep & (position >= edges[i]) & (position < edges[i + 1])
        out.append(np.bincount(run[inside], minlength=R))
    return np.array(out)


def check_covariance(N, means):
    C = np.cov(N)
    se = np.sqrt((np.outer(means, means) * (1 + np.eye(4)) + np.diag(means)) / R)
    assert np.all(np.abs(N.mean(1) - means) < 5 * np.sqrt(means / R))
    assert np.all(np.abs(C - np.diag(means)) < 5 * se)
    return C


buried = layer < M
N = slice_counts(layer, buried)
C = check_covariance(N, mu)
corr_mc = np.corrcoef(N)
max_corr_mc = np.abs(corr_mc - np.eye(4)).max()
limits = np.array([3, 3, 1, 0])           # joint event on all four slices
event_mc = np.all(N <= limits[:, None], axis=0).mean()
event = np.prod(poisson.cdf(limits, mu))
assert abs(event_mc - event) < 5 * np.sqrt(event * (1 - event) / R)

# later independent diffusion, rms two layers
spread = 2.0
moved = layer + 0.5 + spread * rng.normal(size=layer.size)
centre = np.arange(M) + 0.5
mu_diff = np.array([mean_profile @ (norm.cdf((edges[i + 1] - centre) / spread)
                    - norm.cdf((edges[i] - centre) / spread)) for i in range(4)])
check_covariance(slice_counts(moved, buried), mu_diff)

# threshold-voltage spread, gate on the final surface
h = (M - centre) * d                      # nm, distance to the gate
volt = const.e / (eps_r * const.epsilon_0 * area * 1e-18) * 1e-9   # V per nm
shift_mean = volt * (h @ mean_profile)
var_h = h**2 @ mean_profile
shift_rms = volt * np.sqrt(var_h)
sum_h = np.bincount(run[buried], weights=h[layer[buried]], minlength=R)
se_var = np.sqrt((h**4 @ mean_profile + 2 * var_h**2) / R)
assert abs(sum_h.var() - var_h) < 5 * se_var
shift_rms_mc = volt * sum_h.std()

# ---------------- conditions broken one at a time ----------------
none = [None] * M
Pa, Pb = fate[0, slices[0]].sum(), fate[0, slices[1]].sum()
fixed = np.zeros(K)
fixed[10] = 1.0
s_fixed = pair_stats(evolve(none, p, slices[0], slices[1], fixed).sum(0))
assert abs(s_fixed[2] + 10 * Pa * Pb) < 1e-9

two_point = np.zeros(K)
two_point[[6, 12]] = 0.5                  # variance equals mean, not Poisson
J_two = evolve(none, p, slices[0], slices[1], two_point).sum(0)
s_two, tv_two = pair_stats(J_two), distance_from_product(J_two)
assert abs(s_two[2]) < 1e-9 and tv_two > 1e-3

pairs = []                                # atoms arriving two at a time
for x in lam:
    pmf = np.zeros(K)
    pmf[::2] = poisson.pmf(np.arange(K // 2), x / 2)
    pairs.append(pmf if x > 0 else None)
s_pair = pair_stats(evolve(pairs, p, slices[0], slices[1]).sum(0))
fa, fb = fate[:, slices[0]].sum(1), fate[:, slices[1]].sum(1)
cov_pair = lam @ (fa * fb)
assert abs(s_pair[2] - cov_pair) < 1e-6   # truncated tail of the pair law

burst = poisson.pmf(counts, total)        # whole dose on the surface at the start
s_lin = pair_stats(evolve(none, p, slices[0], slices[1], burst).sum(0))
s_crowd = pair_stats(evolve(none, p, slices[0], slices[1], burst, 1 / 20).sum(0))
assert abs(s_lin[3]) < 1e-8 and abs(s_crowd[3]) > 1e-2


def shared_drift(settings):
    """Equal mixture of two growth histories; covariance from the joint law."""
    J, means = 0, []
    for lam_i, p_i in settings:
        J = J + 0.5 * evolve(poisson_arrivals(lam_i), p_i, slices[0], slices[1]).sum(0)
        m = lam_i @ fate_matrix(p_i)
        means.append([m[slices[0]].sum(), m[slices[1]].sum()])
    half = (np.array(means[0]) - np.array(means[1])) / 2
    stats = pair_stats(J)
    assert abs(stats[2] - half[0] * half[1]) < 1e-8
    return stats[3]


c_dose, c_seg = 0.02, 0.05
corr_dose = shared_drift([(lam * (1 + s * c_dose), p) for s in (1, -1)])
corr_seg = shared_drift([(lam, np.full(M, 1 - np.exp(-d / (seg_length * (1 + s * c_seg)))))
                         for s in (1, -1)])

# ---------------- neglected effects for the example ----------------
peak_surface = lam[0] * (1 - q0**L) / p0  # just before burial in the last pulse layer
sites = 2 / lattice**2 * area
coverage = peak_surface / sites
kT = const.k * T
eps_mean = (eps_r + 1) / 2                # donor at the crystal-vacuum boundary
wave = 2 * np.pi / (width * 1e-9)
density = peak_surface / (area * 1e-18)
coulomb = density * const.e**2 / (2 * const.epsilon_0 * eps_mean * wave * kT)
variance_factor = 1 / (1 + coulomb)

print(f"layer thickness {d:.4f} nm; segregation length {seg_length:.1f} nm")
print(f"temperature {T:.0f} K; kT {kT / const.e * 1e3:.1f} meV; permittivity {eps_r}")
print(f"dose {dose:.1e} cm^-2; patch side {width:.0f} nm; mean arrivals {total:.3f}")
print(f"pulse {L} layers; grown {M} layers = {M * d:.3f} nm; arrivals per layer {lam[0]:.3f}")
print(f"burial probability per layer {p0:.5f}; ride-up probability {q0:.5f}")
for i in (1, 5, 10, 11, 20, 30, 50):
    print(f"mean buried in layer {i}: {mean_profile[i - 1]:.5f} atoms")
for i in range(4):
    print(f"slice {i + 1}: layers {edges[i] + 1}-{edges[i + 1]}, "
          f"{edges[i] * d:.3f}-{edges[i + 1] * d:.3f} nm, mean {mu[i]:.4f}, "
          f"rms {np.sqrt(mu[i]):.4f}, simulated variance {C[i, i]:.4f}")
print(f"mean left on surface {mu_surface:.4f} atoms")
print(f"joint law minus Poisson product, slices 1,2,surface: {err12:.1e}")
print(f"joint law minus Poisson product, slices 2,3,surface: {err23:.1e}")
print(f"same with changing flux and burial probability: {err_v:.1e}")
print(f"correlation slices 1,2 from joint law: {corr_model:.1e}")
print(f"mean of slice 2 if slice 1 is empty: {cond_low:.4f} atoms")
print(f"mean of slice 2 if slice 1 holds 8 or more: {cond_high:.4f} atoms")
print(f"simulated runs {R}; largest slice correlation {max_corr_mc:.4f}")
print(f"P(N1<=3,N2<=3,N3<=1,N4=0): product {event:.5f}, simulated {event_mc:.5f}")
print(f"slice means after diffusion of rms {spread * d:.3f} nm:",
      " ".join(f"{x:.4f}" for x in mu_diff))
print(f"threshold shift per atom and nm {volt * 1e3:.5f} mV; mean size {shift_mean * 1e3:.3f} mV")
print(f"threshold rms {shift_rms * 1e3:.3f} mV; simulated {shift_rms_mc * 1e3:.3f} mV")
print(f"atom present at start: P1 {Pa:.4f}, P2 {Pb:.4f}")
print(f"fixed dose of 10: covariance {s_fixed[2]:.4f}, correlation {s_fixed[3]:.4f}")
print(f"dose 6 or 12: covariance {s_two[2]:.1e}, distance from independence {tv_two:.4f}")
print(f"arrival in pairs: covariance {s_pair[2]:.4f}, correlation {s_pair[3]:.4f}")
print(f"Poisson dose at start: correlation linear {s_lin[3]:.1e}, "
      f"p/(1+s/20) {s_crowd[3]:.4f}")
print(f"dose drift +-{c_dose * 100:.0f} %: correlation slices 1,2 {corr_dose:.6f}")
print(f"segregation-length drift +-{c_seg * 100:.0f} %: correlation {corr_seg:.6f}")
print(f"peak surface population {peak_surface:.4f} atoms; site coverage {coverage:.2e}")
print(f"Coulomb coupling at patch wavelength {coulomb:.4f}; "
      f"variance factor {variance_factor:.4f}")
print("no test failed")
```

Output:

```
layer thickness 0.2825 nm; segregation length 3.0 nm
temperature 850 K; kT 73.2 meV; permittivity 12.9
dose 1.0e+11 cm^-2; patch side 100 nm; mean arrivals 10.000
pulse 10 layers; grown 50 layers = 14.125 nm; arrivals per layer 1.000
burial probability per layer 0.08987; ride-up probability 0.91013
mean buried in layer 1: 0.08987 atoms
mean buried in layer 5: 0.37552 atoms
mean buried in layer 10: 0.61002 atoms
mean buried in layer 11: 0.55520 atoms
mean buried in layer 20: 0.23790 atoms
mean buried in layer 30: 0.09277 atoms
mean buried in layer 50: 0.01411 atoms
slice 1: layers 1-10, 0.000-2.825 nm, mean 3.8221, rms 1.9550, simulated variance 3.8440
slice 2: layers 11-20, 2.825-5.650 nm, mean 3.7687, rms 1.9413, simulated variance 3.7350
slice 3: layers 21-30, 5.650-8.475 nm, mean 1.4697, rms 1.2123, simulated variance 1.4741
slice 4: layers 31-50, 8.475-14.125 nm, mean 0.7967, rms 0.8926, simulated variance 0.7942
mean left on surface 0.1429 atoms
joint law minus Poisson product, slices 1,2,surface: 1.1e-15
joint law minus Poisson product, slices 2,3,surface: 1.3e-15
same with changing flux and burial probability: 3.4e-16
correlation slices 1,2 from joint law: -9.4e-16
mean of slice 2 if slice 1 is empty: 3.7687 atoms
mean of slice 2 if slice 1 holds 8 or more: 3.7687 atoms
simulated runs 100000; largest slice correlation 0.0059
P(N1<=3,N2<=3,N3<=1,N4=0): product 0.05764, simulated 0.05736
slice means after diffusion of rms 0.565 nm: 3.6548 3.7722 1.4965 0.8018
threshold shift per atom and nm 0.14027 mV; mean size 13.879 mV
threshold rms 4.577 mV; simulated 4.587 mV
atom present at start: P1 0.6100, P2 0.2379
fixed dose of 10: covariance -1.4512, correlation -0.6988
dose 6 or 12: covariance -1.8e-15, distance from independence 0.3099
arrival in pairs: covariance 1.2727, correlation 0.2347
Poisson dose at start: correlation linear -1.4e-14, p/(1+s/20) -0.0639
dose drift +-2 %: correlation slices 1,2 0.001516
segregation-length drift +-5 %: correlation 0.001059
peak surface population 6.7879 atoms; site coverage 1.08e-04
Coulomb coupling at patch wavelength 0.1920; variance factor 0.8389
no test failed
```
